\section*{Higher partial waves survive the truncation of the KKR secular equation}

\section{Two centres that emit only $s$ waves}

Take two identical wells, one at the origin and one at $\mathbf R=R\hat{\mathbf z}$, and suppose that each can scatter $s$ waves only. At a negative energy $E=-\kappa^2$ (Rydberg units, $H=-\nabla^2+V$) an $s$ wave leaving a well is proportional to $k_0(\kappa r)$, with $k_0(x)=e^{-x}/x$. Around the origin the wave from the second well is $k_0(\kappa|\mathbf r-\mathbf R|)$. For small $r$ we have $|\mathbf r-\mathbf R|\simeq R-r\cos\theta$, and $k_0'(x)=-e^{-x}(1/x+1/x^2)\equiv-k_1(x)$, so
\begin{equation}
k_0(\kappa|\mathbf r-\mathbf R|)\simeq k_0(\kappa R)+\kappa r\cos\theta\,k_1(\kappa R).
\end{equation}
The second term is a $p$ wave centred on the first well. No $p$ wave was emitted by anyone. It is there because a wave that is spherical about one centre is not spherical about another.

A KKR calculation truncated at $l_{\max}=0$ describes this situation on a lattice. The belief to be examined is that such a truncation leaves only $l\le l_{\max}$ in the wave function inside each sphere. It is tempting for a good reason: the secular matrix has only $(l_{\max}+1)^2$ rows, its eigenvector has no entries for higher $l$, and in an expansion in spherical harmonics about a single centre a missing coefficient means a missing component. In the multiple-scattering form of KKR used here, however, the eigenvector lists the waves that leave a site. The waves that arrive are a different set.

\section{Re-expanding a neighbour's wave}

Let $L=(l,m)$, let $Y_L$ be real orthonormal spherical harmonics, and define
\begin{equation}
i_l=x^l\Big(\frac1x\frac{d}{dx}\Big)^{\!l}\frac{\sinh x}{x},\qquad
k_l=(-x)^l\Big(\frac1x\frac{d}{dx}\Big)^{\!l}\frac{e^{-x}}{x}.
\end{equation}
Both $J_L(\mathbf r)=i_l(\kappa r)Y_L(\hat{\mathbf r})$ and $K_L(\mathbf r)=k_l(\kappa r)Y_L(\hat{\mathbf r})$ solve $\nabla^2f=\kappa^2f$ away from the origin; $J_L$ is regular and $K_L$ decays. At positive energy $\kappa=-i\sqrt E$, and the definition gives $i_l(-ix)=(-i)^lj_l(x)$: the $J_L$ are then the usual Bessel waves. Negative energy is used here because the lattice sums converge directly.

For small $x$, $i_l\simeq x^l/(2l+1)!!$ and $k_l\simeq(2l-1)!!/x^{l+1}$. The radial equation makes $x^2(i_lk_l'-i_l'k_l)$ constant, and these limits fix it:
\begin{equation}
i_lk_l'-i_l'k_l=-\frac{(l+1)+l}{(2l+1)x^2}=-\frac1{x^2}.
\label{wr}
\end{equation}

The function $G=\kappa k_0(\kappa|\mathbf r-\mathbf r'|)/4\pi$ obeys $(-\nabla^2+\kappa^2)G=\delta(\mathbf r-\mathbf r')$. It is regular at small $r$, decays at large $r'$ and depends on the directions of the two vectors only through the angle between them, so for $r<r'$ it has the form $\sum_Lg_lJ_L(\mathbf r)K_L(\mathbf r')$. The delta function requires $-r^2\partial_rG_l$ to jump by 1 at $r=r'$. By (\ref{wr}) this reads $g_l\,\kappa r'^2(i_l'k_l-i_lk_l')=g_l/\kappa=1$, hence
\begin{equation}
G=\kappa\sum_LJ_L(\mathbf r_<)K_L(\mathbf r_>),\quad
k_0(\kappa|\mathbf r-\mathbf R|)=4\pi\sum_LJ_L(\mathbf r)K_L(\mathbf R),
\label{green}
\end{equation}
the second form for $r<R$.

Waves with higher $l'$ follow by differentiation. Let $\mathcal Y_L(\mathbf v)=v^lY_L(\hat{\mathbf v})$, a homogeneous polynomial with zero Laplacian. When $\mathcal Y_L(\nabla)$ acts on a function of $s=r^2/2$, each derivative either brings down a coordinate and a $d/ds=(1/r)d/dr$, or removes an earlier coordinate and leaves a $\delta_{ij}$. The latter terms vanish because the polynomial is traceless. Therefore
\begin{equation}
\mathcal Y_L(\nabla/\kappa)\,k_0(\kappa r)=(-1)^lK_L(\mathbf r).
\label{op}
\end{equation}
Apply this at $\mathbf r-\mathbf R$. There $\nabla_{\mathbf r}=-\nabla_{\mathbf R}$, which supplies a second factor $(-1)^{l'}$, so with (\ref{green})
\begin{equation}
K_{L'}(\mathbf r-\mathbf R)=\mathcal Y_{L'}(\nabla_{\mathbf R}/\kappa)k_0(\kappa|\mathbf r-\mathbf R|)
=4\pi\sum_LJ_L(\mathbf r)\,\mathcal Y_{L'}(\nabla_{\mathbf R}/\kappa)K_L(\mathbf R).
\end{equation}
Replace $K_L$ by (\ref{op}) and multiply the two polynomials, using $Y_LY_{L'}=\sum_{L''}C_{LL'L''}Y_{L''}$ with $C_{LL'L''}=\int Y_LY_{L'}Y_{L''}d\Omega$. Leftover even powers of $\nabla/\kappa$ equal 1, since $\nabla^2=\kappa^2$ here. Using (\ref{op}) once more gives the sign $(-1)^{l+l''}$, which is $(-1)^{l'}$ because parity makes $l+l'+l''$ even:
\begin{equation}
\begin{aligned}
K_{L'}(\mathbf r-\mathbf R)&=\sum_LJ_L(\mathbf r)\,\mathcal S_{LL'}(\mathbf R),\\
\mathcal S_{LL'}(\mathbf R)&=4\pi(-1)^{l'}\sum_{L''}C_{LL'L''}K_{L''}(\mathbf R).
\end{aligned}
\label{add}
\end{equation}
Like the second form of (\ref{green}), this holds for $r<R$. The sum over $L$ has no upper limit, whatever $l'$ is.

\section{What truncation does remove}

Place wells in non-overlapping spheres of radius $S$ on a lattice. Truncation at $l_{\max}$ means that each well acts only on the components $l\le l_{\max}$ in its own sphere. Call this operator $V_{\rm tr}$. For a Bloch state, $(-\nabla^2+\kappa^2)\psi=-V_{\rm tr}\psi$ gives $\psi=-\int G\,V_{\rm tr}\psi$; no free Bloch wave can be added, since $|\mathbf k+\mathbf g|^2+\kappa^2>0$ for every reciprocal vector $\mathbf g$. By (\ref{green}), each sphere then emits $\sum_La_LK_L$ outside itself, with
\begin{equation}
a_L=-\kappa\int_{r<S}J_L\,V_{\rm tr}\psi\,d^3r,\qquad a_L=0\ \text{ for }l>l_{\max}.
\end{equation}
This is what the truncation removes: emission in the high channels. The waves arriving at the origin from the other sites are, by (\ref{add}), $\sum_Lb_LJ_L$ with
\begin{equation}
b_L=\sum_{l'\le l_{\max}}\mathcal S_{LL'}(\mathbf k)\,a_{L'},\qquad
\mathcal S(\mathbf k)=\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}\mathcal S(\mathbf R).
\label{b}
\end{equation}
The sphere's own source contributes only to $l\le l_{\max}$. For $l>l_{\max}$ the wave function throughout the sphere is therefore $b_Li_l(\kappa r)Y_L$, the free solution.

For $l\le l_{\max}$, let $\phi_l$ be the regular radial solution in the well. Its logarithmic derivative at $S$ must equal that of $a_Lk_l+b_Li_l$. With primes now denoting $d/dr$, this is $\phi_l'(a_Lk_l+b_Li_l)=\phi_l(a_Lk_l'+b_Li_l')$, so
\begin{equation}
\frac{b_L}{a_L}=\frac1{\tau_l}=\frac{\phi_l'k_l-\phi_lk_l'}{\phi_li_l'-\phi_l'i_l},
\qquad M a\equiv(\tau^{-1}-\mathcal S)a=0 .
\end{equation}
This is the truncated secular equation. It is exact for $V_{\rm tr}$, and approximate for the ordinary local well. The rows of (\ref{b}) with $l>l_{\max}$ place no condition on the energy. They are evaluated afterwards, and they give the components that were supposed to be absent.

There are exceptions. An isolated well has no incoming neighbour waves. Symmetry can also cancel them: for $l_{\max}=0$, (\ref{add}) reduces to $\mathcal S_{L,00}=\sqrt{4\pi}\sum_{\mathbf R\neq0}e^{i\mathbf k\cdot\mathbf R}K_L(\mathbf R)$. On a simple cubic lattice at $\mathbf k=0$, inversion cancels odd $l$, and $l=2$ cancels because the cubic average of $R_iR_j$ is $\delta_{ij}R^2/3$. The $l=4$ sum survives; the program gives 0.94 for its norm over $m$, at the $\kappa$ of the $l_{\max}=0$ case below.

\section{The weight and its normalization}

The unnormalized weight of a high component is $\sum_m|b_{lm}|^2I_l$, where
\begin{equation}
I_l=\int_0^Si_l(\kappa r)^2r^2dr=\frac{S^3}{2}\big[i_l^2-i_{l-1}i_{l+1}\big]_{\kappa S}\quad(l\ge1).
\label{I}
\end{equation}
To prove it, note that the definition of $i_l$ gives $i_l'=i_{l+1}+(l/x)i_l$, and inserting this in the radial equation gives $i_{l+1}'=i_l-\frac{l+2}{x}i_{l+1}$ (primes are $d/dx$ in this paragraph). With $P=i_{l-1}i_{l+1}$ these relations yield
\begin{equation}
2i_li_l'=i_l(i_{l-1}+i_{l+1})-\frac{i_l^2}{x},\qquad
P'=i_l(i_{l-1}+i_{l+1})-\frac{3P}{x}.
\end{equation}
Hence $\frac{d}{dx}\frac{x^3}{2}(i_l^2-P)=\frac{3x^2}{2}(i_l^2-P)+\frac{x^2}{2}(3P-i_l^2)=x^2i_l^2$. The bracket vanishes at $x=0$ when multiplied by $x^3$, and $x=\kappa r$ gives (\ref{I}).

The norm $N$ over a whole cell can be had from the small matrix. Hold $a$ fixed at its solution and vary $E$; a dot means $d/dE$. Outside the spheres use the emitted waves, whose components at the sphere are $\psi_L=a_Lk_l+(\mathcal Sa)_Li_l$. Inside use regular solutions $\chi_L$: for low $l$, the one joining $a_Lk_l+(a_L/\tau_l)i_l$ in value and slope; for high $l$, $(\mathcal Sa)_Li_l$. At the eigenvalue $\chi_L=\psi_L$.

Differentiating $(-\nabla^2-E)\psi=0$ gives $(-\nabla^2-E)\dot\psi=\psi$. Multiply by $\psi^*$ and integrate over the region between the spheres. Green's identity leaves surface terms; those on the cell faces cancel by Bloch's theorem, and the outward normal on the sphere is $-\hat{\mathbf r}$. The inside region gives the same expression in $\dot\chi$ with the opposite sign. Together, with primes again $d/dr$,
\begin{equation}
N=S^2\sum_L\big[\psi_L^*(\dot\psi_L-\dot\chi_L)'-\psi_L^{*\prime}(\dot\psi_L-\dot\chi_L)\big]_{r=S}.
\end{equation}
For high $l$ the difference is zero. For low $l$, $\psi_L-\chi_L=-(Ma)_Li_l$, and since $Ma=0$ at the eigenvalue its energy derivative is $-(\dot Ma)_Li_l$. In $\psi_L^*=a_L^*k_l+b_L^*i_l$ the $i_l$ part drops out, and (\ref{wr}) gives $k_li_l'-k_l'i_l=\kappa/(\kappa S)^2$. Therefore
\begin{equation}
N=-\frac1\kappa\,a^\dagger\frac{dM}{dE}\,a,\qquad
w_l=\frac{I_l}{N}\sum_m|b_{lm}|^2\quad(l>l_{\max}).
\label{w}
\end{equation}
The matrix has low indices only, yet $N$ includes the high waves: the surface sum ran over all $L$, and for high $l$ the inside and outside terms cancel, so these waves are counted without needing a term of their own.

\section{A number}

Take a simple cubic lattice with constant 6 bohr, touching spheres $S=3$ bohr, $V=-V_0(1-r^2/S^2)$ with $V_0=1.5$ Ry, and $\mathbf k=(2\pi/6\,\text{bohr})(0.3,0.2,0.1)$, a point without special symmetry. These are model parameters, not those of a material. For the lowest band with $l_{\max}=2$ the energy is $-0.37935$ Ry ($-5.161$ eV) and $\kappa=0.6159$ bohr$^{-1}$. With $N=1$, the $f$ component has $(\sum_m|b_{3m}|^2)^{1/2}=0.28327$ bohr$^{-3/2}$ and $I_3=0.014728$ bohr$^3$, so
\begin{equation}
w_3=(0.28327)^2\times0.014728=1.18\times10^{-3}.
\end{equation}
In the same way $w_4=(0.56996)^2\times4.847\times10^{-4}=1.57\times10^{-4}$ and $w_5=(2.4977)^2\times1.118\times10^{-5}=7.0\times10^{-5}$. The amplitudes $b$ grow with $l$ while the weights fall, so $b$ alone is no measure of importance. Summed from $l=3$ to 10, the high waves carry 0.142\% of the cell norm.

The result depends on the cut:
\begin{center}
\begin{tabular}{cccc}
$l_{\max}$ & \% of cell norm & \% of sphere norm & \% of density at $S$\\
0 & 2.26 & 2.59 & 18.9\\
1 & 0.387 & 0.449 & 4.07\\
2 & 0.142 & 0.165 & 1.74
\end{tabular}
\end{center}
All entries refer to $l>l_{\max}$; the last column is the share of the angle-averaged density at $r=S$. It is much larger than the share of the sphere norm, for two reasons. A wave proportional to $r^l$ has at $r=S$ a density $(2l+3)/3$ times its mean over the sphere, a factor of 3 for $l=3$. For $l_{\max}=2$ the ratio in the table is $1.74/0.165$, a little over 10; the high waves supply a factor of about 3.35 rather than 3, because $i_l(\kappa r)$ rises somewhat faster than $r^l$ and $l=4,5,\dots$ contribute as well. The remaining factor of about 3.15 means that the total density, mostly the $s$ wave held in the well, is at the surface only about a third of its mean over the sphere. If the high waves are discarded when the wave function is built, it jumps at the surface. For $l_{\max}=2$ the rms jump is $\sqrt{0.0174}=0.13$ of the rms wave function there, although only 0.165\% of the sphere norm was dropped.

The numerical check diagonalizes $-\nabla^2+V_{\rm tr}$ in plane waves, without multiple scattering. For $l_{\max}=2$ it finds the same $f$ weight, 0.118\%, and for each cut the ratio of the first high component at $r=1.5$ and $2.5$ bohr agrees with that of the free solution to within 5\%.

\section{What is still missing}

The surviving high waves are not those of the ordinary local well, because they pass through the sphere without feeling it. With the local well the $f$ weight is 0.138\%, so the truncated value is 14\% too small relative to it. At $l_{\max}=0$ the free $p$ weight is 1.82\% against 3.60\% for the local well, about half. In this example the high components for $l_{\max}=2$ are thus a fair approximation, while an unscattered $p$ wave is a poor one. The error does not shrink channel by channel as the cut is raised: at $l_{\max}=0$ the $f$ weight is 0.138\%, the same as for the local well, while the $g$ weight is 0.012\% against 0.018\%.

Their presence also gives a first-order estimate of the energy the truncation costs. Restoring the well in the high channels adds, to first order, its expectation value in the truncated state,
\begin{equation}
\Delta=\frac1N\sum_{l>l_{\max}}\sum_m|b_{lm}|^2\int_0^Si_l(\kappa r)^2\,V(r)\,r^2dr .
\end{equation}
Since $E_{l_{\max}}+\Delta$ is the expectation value of the full Hamiltonian in a trial state, it lies at or above the true lowest energy at this $\mathbf k$. For $l_{\max}=2$, $\Delta=-0.36$ mRy and the actual change is $-0.40$ mRy. For $l_{\max}=0$ the figures are $-8.3$ and $-12.5$ mRy: first order no longer suffices. If the high partial waves were really absent from the sphere, $\Delta$ would be zero.

\section*{Computed results}
\begin{verbatim}
lattice constant 6.0 bohr, sphere radius 3.0 bohr
well depth V0 1.50 Ry; k/(2pi/a) = [0.3 0.2 0.1]
plane waves in the check: 1541
--- lmax = 0
KKR energy -0.367226 Ry = -4.9964 eV; kappa 0.60599 1/bohr
plane-wave energy, well on l<=lmax: -0.367226 Ry
KKR weights l=0..5 (% of cell norm): 85.0232 1.8250 0.2751 0.1384 0.0117 0.0073
plane-wave weights l=0..5 (%):       85.0232 1.8249 0.2751 0.1384 0.0117 0.0073
weight in whole sphere 87.2819 % of cell norm
weight of l>lmax 2.2587 % of cell, 2.5878 % of sphere
share of l>lmax in density at r=S: 18.892 %
first-order energy shift -8.3481 mRy
actual shift to full well -12.5205 mRy
--- lmax = 1
KKR energy -0.378413 Ry = -5.1486 eV; kappa 0.61515 1/bohr
plane-wave energy, well on l<=lmax: -0.378412 Ry
KKR weights l=0..5 (% of cell norm): 82.1504 3.6540 0.2424 0.1215 0.0149 0.0071
plane-wave weights l=0..5 (%):       82.1504 3.6539 0.2424 0.1215 0.0149 0.0071
weight in whole sphere 86.1913 % of cell norm
weight of l>lmax 0.3869 % of cell, 0.4489 % of sphere
share of l>lmax in density at r=S: 4.071 %
first-order energy shift -1.1216 mRy
actual shift to full well -1.3340 mRy
--- lmax = 2
KKR energy -0.379348 Ry = -5.1613 eV; kappa 0.61591 1/bohr
plane-wave energy, well on l<=lmax: -0.379348 Ry
KKR weights l=0..5 (% of cell norm): 82.0640 3.6129 0.3290 0.1182 0.0157 0.0070
plane-wave weights l=0..5 (%):       82.0639 3.6129 0.3290 0.1182 0.0157 0.0070
weight in whole sphere 86.1479 % of cell norm
weight of l>lmax 0.1420 % of cell, 0.1648 % of sphere
share of l>lmax in density at r=S: 1.740 %
first-order energy shift -0.3582 mRy
actual shift to full well -0.3982 mRy
--- pieces of the high weights, lmax = 2, cell norm 1
l=3: sqrt(sum_m |b|^2) 2.83268e-01 bohr^-3/2, I_l 1.47280e-02 bohr^3
l=4: sqrt(sum_m |b|^2) 5.69962e-01 bohr^-3/2, I_l 4.84708e-04 bohr^3
l=5: sqrt(sum_m |b|^2) 2.49773e+00 bohr^-3/2, I_l 1.11807e-05 bohr^3
--- full local well, plane waves
energy -0.379747 Ry = -5.1667 eV
weights l=0..5 (%): 82.0932 3.6008 0.3264 0.1377 0.0180 0.0074
--- k = 0, lmax = 0: norm over m of S_L,00 (dimensionless)
l=1..4: 9.517e-11 1.972e-10 8.828e-11 9.373e-01
\end{verbatim}
